# Does Kleinman symmetry hold whenever light is off resonance?

## Question

I am modelling second-harmonic generation by a planar \(C_{2v}\) molecule, with \(z\) along the twofold axis and \(y\) in the plane. My model has a ground state \(g\) and an excited state \(a\), both of symmetry \(A_1\), and an excited state \(b\) of symmetry \(B_2\). The excitation energies are 4.5 eV for \(a\) and 3.5 eV for \(b\). The photon energy is 1.20 eV, so even the second harmonic lies 1.1 eV below the lowest excitation.

Since nothing is absorbed, I want to invoke Kleinman symmetry and set \(\beta_{zyy}=\beta_{yyz}\), which saves one unknown. Is being off resonance enough to justify this? If not, how does the error depend on frequency?

## Answer

Being off resonance is not enough. It makes the response lossless, and a lossless response has a permutation symmetry in which each index moves **together with its frequency**. Kleinman symmetry moves the indices and leaves the frequencies behind. Unless a higher point-group symmetry or a special relation among the moments ties the components together, that needs a response without dispersion, which is a stronger condition than a response without absorption.

I take fixed nuclei, electric-dipole coupling and no damping, in Gaussian units, with \(2\omega\) below both excitation frequencies \(\Omega_a\) and \(\Omega_b\).

### The amplitude

In the multipolar form of molecular QED the coupling is \(V=-\boldsymbol\mu\cdot\mathbf E\), where \(\mathbf E\) denotes the operator of the transverse displacement field. Two photons \(\omega\) are absorbed, one photon \(2\omega\) is emitted, and the molecule returns to \(g\). The lowest-order amplitude is

\[
M=\sum_{I,J}\frac{V_{fI}V_{IJ}V_{Ji}}{(E_i-E_I)(E_i-E_J)} .
\]

Give each interaction a signed frequency \(\nu\), the frequency taken from the field: \(\nu=\omega\) for absorption and \(\nu=-2\omega\) for emission. The three values add to zero. Let the dipole components \(C,B,A\) act first, second and last.

- After \(C\), the molecule is in \(n\) and the field has lost \(\hbar\nu_C\), so \(E_J-E_i=\hbar(\Omega_n-\nu_C)\).
- Before \(A\), the molecule is in \(m\) and the field still holds the \(\hbar\nu_A\) that \(A\) will remove. Since \(E_f=E_i\), this gives \(E_I-E_i=\hbar(\Omega_m+\nu_A)\).

The two minus signs of the denominators cancel, and the three in \(V^3\) leave one. The two absorbed photons come from the same mode, so there are three distinct time orderings. Summing over all six permutations counts each twice, hence a factor ½:

\[
M=-\tfrac12\,\beta_{ijk}E'_iE_jE_k,\qquad
\beta_{ijk}=\sum_{\text{6 perm.}}\sum_{m,n}\frac{A_{gm}B_{mn}C_{ng}}{\hbar^2(\Omega_m+\nu_A)(\Omega_n-\nu_C)} .
\]

Here \(E'_i\), \(E_j\) and \(E_k\) are the field matrix elements for emission and absorption.

The sum includes intermediate states with the molecule in \(g\), reached through the permanent moment \(z_{gg}\). Let \(z\) carry \(\nu_0\) and the other two operators carry \(\nu_B,\nu_C\). With \(z\) acting last or first, these terms add to

\[
\frac{z_{gg}B_{gn}C_{ng}}{\hbar^2\nu_0}\left[\frac1{\Omega_n-\nu_C}-\frac1{\Omega_n+\nu_B}\right]
=-\frac{z_{gg}B_{gn}C_{ng}}{\hbar^2(\Omega_n+\nu_B)(\Omega_n-\nu_C)},
\]

because \(\nu_B+\nu_C=-\nu_0\). This is the term with \(z\) in the middle, with \(z_{nn}\) replaced by \(-z_{gg}\). So we may restrict \(m,n\) to excited states and use the dipole change \(z_{nn}-z_{gg}\) in the middle position.

### The three-level result

Symmetry leaves these moments for the components with one \(z\) and two \(y\) indices:

\[
p=z_{ga},\quad q=y_{gb},\quad r=y_{ab},\quad d=z_{bb}-z_{gg}.
\]

Without a magnetic field or spin-orbit coupling, the wave functions and these moments can be chosen real. Let \(z\) carry \(\nu_0\) and the two \(y\) indices carry \(\nu_1,\nu_2\), and call the component \(f(\nu_0;\nu_1,\nu_2)\).

With \(z\) in the middle, the path is \(g\to b\to b\to g\), and its two orderings give

\[
\frac1{(\Omega_b+\nu_1)(\Omega_b-\nu_2)}+\frac1{(\Omega_b+\nu_2)(\Omega_b-\nu_1)}
=\frac{2(\Omega_b^2-\nu_1\nu_2)}{(\Omega_b^2-\nu_1^2)(\Omega_b^2-\nu_2^2)} .
\]

With \(z\) last or first, the path runs through both \(a\) and \(b\). For each \(s=1,2\),

\[
\frac1{(\Omega_a+\nu_0)(\Omega_b-\nu_s)}+\frac1{(\Omega_a-\nu_0)(\Omega_b+\nu_s)}
=\frac{2(\Omega_a\Omega_b-\nu_0\nu_s)}{(\Omega_a^2-\nu_0^2)(\Omega_b^2-\nu_s^2)} .
\]

In both cases the terms linear in the frequencies cancel in the numerator. Therefore

\[
\hbar^2 f=\frac{2q^2d(\Omega_b^2-\nu_1\nu_2)}{(\Omega_b^2-\nu_1^2)(\Omega_b^2-\nu_2^2)}
+2pqr\sum_{s=1,2}\frac{\Omega_a\Omega_b-\nu_0\nu_s}{(\Omega_a^2-\nu_0^2)(\Omega_b^2-\nu_s^2)} .
\]

The two components you want to equate are

\[
\beta_{zyy}=f(-2\omega;\omega,\omega),\qquad \beta_{yyz}=f(\omega;-2\omega,\omega).
\]

In the first, the harmonic is polarized along \(z\), and \(2\omega\) is compared with \(\Omega_a\). In the second it is polarized along \(y\), and \(2\omega\) is compared with \(\Omega_b\). The second-harmonic resonances of the two components therefore belong to different excited states.

The symmetry that does survive relates different processes. Reversing all frequencies leaves \(f\) unchanged, so

\[
\beta_{zyy}(-2\omega;\omega,\omega)=f(2\omega;-\omega,-\omega)=\beta_{yzy}(-\omega;2\omega,-\omega).
\]

The right side is difference-frequency generation, with the \(z\) index still attached to \(2\omega\).

### Why zero frequency is special

In a static field \(\mathbf F\), third-order perturbation theory gives the energy

\[
E^{(3)}=-\sum_{ijk}F_iF_jF_k\sum_{m,n\ne g}\frac{(\mu_i)_{gm}(\bar\mu_j)_{mn}(\mu_k)_{ng}}{\hbar^2\Omega_m\Omega_n},
\]

where \(\bar\mu_j=\mu_j-(\mu_j)_{gg}\). Differentiating three times produces the six permutations, so our \(\beta\) at zero frequency is \(-\partial^3E/\partial F_i\partial F_j\partial F_k\). The order of differentiation does not matter, and full index symmetry follows for any molecule with a nondegenerate ground state. Since \(p_i=-\partial E/\partial F_i\), this is also the convention \(\beta_{ijk}=\partial^2p_i/\partial F_j\partial F_k\). In the model,

\[
\beta_0=\frac1{\hbar^2}\left[\frac{2q^2d}{\Omega_b^2}+\frac{4pqr}{\Omega_a\Omega_b}\right].
\]

### The \(\omega^2\) law

Expand \(f\) to second order. The first part becomes

\[
\frac{2q^2d}{\Omega_b^2}\left[1+\frac{\nu_1^2+\nu_2^2-\nu_1\nu_2}{\Omega_b^2}\right].
\]

From \(\nu_0^2=(\nu_1+\nu_2)^2\) we have \(\nu_1\nu_2=\tfrac12(\nu_0^2-\nu_1^2-\nu_2^2)\), so the numerator of the fraction is \(\tfrac32(\nu_1^2+\nu_2^2)-\tfrac12\nu_0^2\). The second part becomes

\[
\frac{2pqr}{\Omega_a\Omega_b}\sum_s\left[1-\frac{\nu_0\nu_s}{\Omega_a\Omega_b}+\frac{\nu_0^2}{\Omega_a^2}+\frac{\nu_s^2}{\Omega_b^2}\right],
\qquad \sum_s\nu_0\nu_s=-\nu_0^2 .
\]

Collecting terms, \(f=\beta_0+A\nu_0^2+B(\nu_1^2+\nu_2^2)+\dots\), with

\[
\hbar^2A=-\frac{q^2d}{\Omega_b^4}+\frac{2pqr}{\Omega_a\Omega_b}\left(\frac1{\Omega_a\Omega_b}+\frac2{\Omega_a^2}\right),\qquad
\hbar^2B=\frac{3q^2d}{\Omega_b^4}+\frac{2pqr}{\Omega_a\Omega_b^3}.
\]

For \(\beta_{zyy}\) the squares give \(4A+2B\), and for \(\beta_{yyz}\) they give \(A+5B\). Hence

\[
\beta_{zyy}-\beta_{yyz}=3(A-B)\omega^2+O(\omega^4),
\]

\[
\hbar^2(A-B)=-\frac{4q^2d}{\Omega_b^4}+\frac{2pqr(2\Omega_b-\Omega_a)(\Omega_a+\Omega_b)}{\Omega_a^3\Omega_b^3}.
\]

The electronic Pockels effect uses one static and one optical field. With the output along \(y\), its two components are \(\beta_{yzy}=f(\omega;-\omega,0)\) and \(\beta_{yyz}=f(0;-\omega,\omega)\), with quadratic terms \(A+B\) and \(2B\). Their difference is \((A-B)\omega^2\), one third of the second-harmonic violation at leading order.

### Numbers for your energies

Take round moments \(p=3\), \(q=4\), \(r=2\) and \(d=6\) D. With energies in eV,

\[
\beta_0=\frac{2\cdot16\cdot6}{3.5^2}+\frac{4\cdot24}{4.5\cdot3.5}=15.67+6.10=21.77\ \mathrm{D^3/eV^2},
\]

or \(8.48\times10^{-30}\) esu. The coefficient of the squared photon energy is \(-7.68+0.74=-6.94\ \mathrm{D^3/eV^4}\), where the two numbers are the \(d\) and \(pqr\) parts of \(3(A-B)\).

| \(\hbar\omega\) (eV) | \(\beta_{zyy}\) (D³/eV²) | \(\beta_{yyz}\) (D³/eV²) | difference\(/\beta_0\) |
|---|---|---|---|
| 0.15 | 21.85 | 22.01 | −0.7 % |
| 0.30 | 22.11 | 22.76 | −3.0 % |
| 0.60 | 23.22 | 26.18 | −13.6 % |
| 1.20 | 29.18 | 52.11 | −105 % |

At your photon energy the components are \(11.4\) and \(20.3\times10^{-30}\) esu, a ratio of 0.56. The closed formula shows where this comes from. The \(d\) part of \(\beta_{zyy}\) is \(192/(12.25-1.44)=17.8\), while that of \(\beta_{yyz}\) is

\[
\frac{192\,(12.25+2.88)}{(12.25-5.76)(12.25-1.44)}=41.4\ \mathrm{D^3/eV^2}.
\]

The small factor \(12.25-5.76\) is \((\hbar\Omega_b)^2-(2\hbar\omega)^2\), which is absent from \(\beta_{zyy}\).

The first doubling of the photon energy multiplies the difference by about four. Later doublings do more, because the higher orders add to it. The full difference exceeds the \(\omega^2\) law by 4 % at 0.30 eV and 18 % at 0.60 eV, and is 2.3 times the law at 1.20 eV.

Relative to \(\beta_0\), the violation reaches 1 % at \(\hbar\omega=0.176\) eV and 10 % at 0.525 eV. In this model, then, the second harmonic must stay below about a tenth of the lowest excitation energy for 1 % accuracy, and below about three tenths for 10 %. These fractions depend on the moments.

### A simpler case, and exceptions

If \(r=0\), only state \(b\) contributes. Substituting the frequencies into the first part of \(f\) gives

\[
\hbar^2\beta_{zyy}=\frac{2q^2d}{\Omega_b^2-\omega^2},\qquad
\hbar^2\beta_{yyz}=\frac{2q^2d(\Omega_b^2+2\omega^2)}{(\Omega_b^2-4\omega^2)(\Omega_b^2-\omega^2)},
\]

\[
\frac{\beta_{zyy}}{\beta_{yyz}}=\frac{\Omega_b^2-4\omega^2}{\Omega_b^2+2\omega^2}.
\]

For \(qd\ne0\) this is below one at every nonzero frequency with \(2\omega<\Omega_b\). At 0.60 eV it is 0.83.

With both states present, the two parts of \(A-B\) can cancel. Setting \(A=B\) requires

\[
d=\frac{pr(2\Omega_b-\Omega_a)(\Omega_a+\Omega_b)\Omega_b}{2q\Omega_a^3}=0.576\ \mathrm D
\]

for the other values above. The violation then starts at \(\omega^4\): doubling the photon energy from 0.05 to 0.10 eV multiplies it by 16.1. With \(d=0.500\) D, the components cross at 0.60 eV but differ by \(+0.007\ \mathrm{D^3/eV^2}\) at 0.30 eV and by \(-1.26\ \mathrm{D^3/eV^2}\) at 1.20 eV. So for a generic \(C_{2v}\) molecule full index symmetry is guaranteed only at zero frequency, although it can occur by accident elsewhere. The exception is extra symmetry. For \(\Omega_a=\Omega_b=\Omega\) the closed formula gives \(\hbar^2(\beta_{zyy}-\beta_{yyz})=-12q(qd-pr)\omega^2/[(\Omega^2-4\omega^2)(\Omega^2-\omega^2)]\), which vanishes at every frequency when \(qd=pr\), although each component still disperses. A \(D_{3h}\) molecule, in which \(a\) and \(b\) form a degenerate \(E'\) pair, is such a case: there the point group itself enforces the equality. Agreement at one wavelength does not establish it at another.

The absence of a term linear in \(\omega\) relies on moments that can be chosen real. If time reversal is broken, the loop product \(W=z_{ga}y_{ab}y_{bg}\) can be complex. A magnetic field does this only when it is oblique to all three axes: \(\mathrm{Im}W\) must be odd in \(\mathbf B\) and totally symmetric, and since \(B_x,B_y,B_z\) transform as \(B_2,B_1,A_2\), the lowest such term is \(B_xB_yB_z\). Such a field also removes the selection rules and adds further moments, so what follows only shows the effect of giving \(W\) a phase by hand within the model. The path with \(z\) last then carries \(W\) and the path with \(z\) first carries \(W^*\), so their linear terms no longer cancel:

\[
i\,\mathrm{Im}W\,\frac{2}{\Omega_a\Omega_b}\sum_s\left(-\frac{\nu_0}{\Omega_a}+\frac{\nu_s}{\Omega_b}\right)
=-i\,\mathrm{Im}W\,\frac{2\nu_0}{\Omega_a\Omega_b}\left(\frac2{\Omega_a}+\frac1{\Omega_b}\right).
\]

This is a contribution to \(\hbar^2 f\). In \(\beta_{zyy}-\beta_{yyz}\) the values of \(\nu_0\) enter as \(-2\omega-\omega=-3\omega\). In the model with complex \(W\), the violation is therefore imaginary and linear in \(\omega\) at leading order, yet it still vanishes at zero frequency.

### What to do in your calculation

Keep \(\beta_{zyy}\) and \(\beta_{yyz}\) as separate unknowns. You may still set \(\beta_{yyz}=\beta_{yzy}\), because the two absorbed photons have the same frequency. To check your code, confirm that the components merge as \(\omega\to0\), and that \(\beta_{zyy}(-2\omega;\omega,\omega)\) equals \(\beta_{yzy}(-\omega;2\omega,-\omega)\) at your working frequency. The numerical output below lists the values at all four photon energies.

## Computed values

```
Excitation energies a, b: 4.50, 3.50 eV
Transition dipoles p, q, r: 3.00, 4.00, 2.00 D
Dipole change d of state b: 6.00 D
Static beta0, formula: 21.7687 D^3/eV^2
Static zyy, yyz, field-dressed: 21.7686, 21.7686 D^3/eV^2
Coefficient 3(A-B), formula: -6.9397 D^3/eV^4
Coefficient 3(A-B), QED: -6.9396 D^3/eV^4
Photon energy 0.15 eV, wavelength 8266 nm:
  beta_zyy, beta_yyz: 21.8536, 22.0113 D^3/eV^2
  difference: -0.1577 D^3/eV^2; over beta0: -0.72 %
  w^2 law: -0.1561 D^3/eV^2; exact/law: 1.0101
  ratio zyy/yyz: 0.9928; EB-2w: 3.20 eV
Photon energy 0.30 eV, wavelength 4133 nm:
  beta_zyy, beta_yyz: 22.1124, 22.7628 D^3/eV^2
  difference: -0.6504 D^3/eV^2; over beta0: -2.99 %
  w^2 law: -0.6246 D^3/eV^2; exact/law: 1.0413
  ratio zyy/yyz: 0.9714; EB-2w: 2.90 eV
Photon energy 0.60 eV, wavelength 2066 nm:
  beta_zyy, beta_yyz: 23.2176, 26.1751 D^3/eV^2
  difference: -2.9575 D^3/eV^2; over beta0: -13.59 %
  w^2 law: -2.4983 D^3/eV^2; exact/law: 1.1838
  ratio zyy/yyz: 0.8870; EB-2w: 2.30 eV
Photon energy 1.20 eV, wavelength 1033 nm:
  beta_zyy, beta_yyz: 29.1793, 52.1099 D^3/eV^2
  difference: -22.9306 D^3/eV^2; over beta0: -105.34 %
  w^2 law: -9.9931 D^3/eV^2; exact/law: 2.2946
  ratio zyy/yyz: 0.5600; EB-2w: 1.10 eV
1 % violation at photon energy: 0.1759 eV
10 % violation at photon energy: 0.5254 eV
2w/EB at 1 %, 10 %: 0.1005, 0.3002
State b alone, zyy/yyz at 0.60 eV: 0.8335
SHG/Pockels violation at 0.02 eV: 3.0003
d removing the w^2 term: 0.5761 D
Its growth from 0.05 to 0.10 eV: 16.073
d for equality at 0.60 eV: 0.5004 D
Its differences at 0.30, 1.20 eV: 0.00691, -1.25726 D^3/eV^2
Complex r, phase 0.5 rad, Im slope: 3.2006 D^3/eV^3
1 D^3/eV^2 = 0.38956 x 10^-30 esu
beta0: 8.480 x 10^-30 esu
zyy, yyz at 1.20 eV: 11.367, 20.300 x 10^-30 esu
```
